# Overlapping Bessel and Airy approximations to hydrogenic radial functions

A hydrogenic bound state with many nodes oscillates between the nucleus and a turning point far outside. The problem is to build one approximation that holds from the nucleus outwards and another that holds from the tail inwards, to join them, and to find the largest error left for \(ns\) states.

Hartree atomic units are used with nuclear charge 1 and a fixed point nucleus. Lengths are in bohr. The function \(u(r)=rR(r)\) has \(\int_0^\infty u^2dr=1\) and is positive near the origin:
\[
u=\frac1n\left[\frac{(n-l-1)!}{(n+l)!}\right]^{1/2}\rho^{\,l+1}e^{-\rho/2}L^{(2l+1)}_{n-l-1}(\rho),\qquad \rho=\frac{2r}{n}.
\]
The limit is \(n\to\infty\) at fixed \(l\). We write \(\Lambda=l(l+1)\) and \(\lambda=2n\).

## (a) Scale the equation and find its phase integral.

**Solution.** With energy \(-1/(2n^2)\), the radial equation is
\[
\frac{d^2u}{dr^2}=\left[\frac1{n^2}-\frac2r+\frac{\Lambda}{r^2}\right]u .
\]
Set \(r=2n^2x\) and multiply by \(4n^4\). With primes for \(d/dx\),
\[
u''=\left[-\lambda^2q+\frac{\Lambda}{x^2}\right]u,\qquad q=\frac1x-1 .
\]
The large term has a simple pole at \(x=0\) and a simple zero at \(x=1\), that is, at \(r=2n^2\). At fixed \(l\) the centrifugal term matters at leading order only near the pole.

Put \(x=\sin^2\varphi\). Then \(\sqrt q=\cot\varphi\) and \(dx=2\sin\varphi\cos\varphi\,d\varphi\), so
\[
\Phi=\int_0^x\!\sqrt{q}\,dx=\int_0^\varphi2\cos^2\varphi\,d\varphi=\varphi+\tfrac12\sin2\varphi .
\]
At the turning point \(\Phi=\pi/2\), and the total phase is \(\lambda\pi/2=n\pi\).

## (b) Construct the form that holds near the nucleus, with its normalization.

**Solution.** Write \(u=f\,g(\Phi)\) with \(f=(\Phi')^{-1/2}\), and let dots mean \(d/d\Phi\). The terms in \(\dot g\) have the coefficient
\[
2f'\Phi'+f\Phi''=-(\Phi')^{-1/2}\Phi''+(\Phi')^{-1/2}\Phi''=0 ,
\]
so \(u''=f(\Phi')^2\ddot g+f''g\). Since \((\Phi')^2=q\),
\[
\ddot g=\left[-\lambda^2+\frac1q\left(\frac{\Lambda}{x^2}-\frac{f''}{f}\right)\right]g .
\]
To evaluate \(f''/f\), let \(s=\sin2\varphi\), \(c=\cos2\varphi\). Here \(f=\sqrt{\tan\varphi}\) and \(d/dx=s^{-1}d/d\varphi\). Because \(d\ln f/d\varphi=1/s\), we have \(f'/f=1/s^2\), and
\[
\frac{f''}{f}=\left(\frac{f'}f\right)^2+\left(\frac{f'}f\right)'=\frac1{s^4}-\frac{4c}{s^4}=\frac{1-4c}{s^4}.
\]
Near the nucleus \(s^2\approx4x\), \(q\approx1/x\) and \(\Phi^2\approx4x\). The extra term in the equation for \(g\) becomes
\[
\frac{\Lambda+3/16}{x}\approx\frac{4\Lambda+3/4}{\Phi^2}=\frac{(2l+1)^2-1/4}{\Phi^2}.
\]
The function \(\sqrt\Phi J_\nu(\lambda\Phi)\) obeys \(\ddot g=[-\lambda^2+(\nu^2-\tfrac14)/\Phi^2]g\). Therefore \(\nu=2l+1\), and regularity at the origin excludes the second Bessel function.

For the constant, use \(L^{(2l+1)}_{n-l-1}(0)=(n+l)!/[(n-l-1)!(2l+1)!]\) and
\[
\frac{(n+l)!}{(n-l-1)!}=n\prod_{k=1}^{l}(n^2-k^2)=n^{2l+1}[1+O(n^{-2})].
\]
The exact function therefore starts as
\[
u\approx\frac{2^{l+1}r^{l+1}}{n^{3/2}(2l+1)!},
\]
with no correction to this coefficient for \(l=0\). For the trial function, \(\lambda\Phi\approx4n\sqrt x=2\sqrt{2r}\) and \(\sqrt{\Phi/\Phi'}\approx\sqrt{2x}=\sqrt r/n\), so
\[
\sqrt{\frac{\Phi}{\Phi'}}J_{2l+1}(\lambda\Phi)\approx\frac{\sqrt r}{n}\frac{(2r)^{l+1/2}}{(2l+1)!}.
\]
Division gives the factor \(\sqrt{2/n}\):
\[
u_B=\sqrt{\frac2n}\,\sqrt{\Phi\tan\varphi}\;J_{2l+1}(\lambda\Phi).
\]

## (c) Construct the form that holds at the turning point, and match it to the first.

**Solution.** Let \(\sigma=\pi/2-\Phi\) and \(\tfrac23\xi^{3/2}=\sigma\). Near \(x=1\), \(\sigma\approx\tfrac23(1-x)^{3/2}\), so \(\xi\approx1-x\) is smooth through the turning point. For \(x=\cosh^2\eta>1\) it continues as
\[
\tfrac23(-\xi)^{3/2}=S=\int_1^x\!\sqrt{1-1/y}\,dy=\tfrac12\sinh2\eta-\eta .
\]
Differentiating \(\sigma\) gives \(\sqrt\xi\,\xi'=-\sqrt q\), hence \(q=\xi(\xi')^2\). The transformation of part (b), now with \(u=|\xi'|^{-1/2}h(\xi)\), yields
\[
\frac{d^2h}{d\xi^2}=[-\lambda^2\xi-\psi_A(\xi)]h ,
\]
where \(\psi_A\) does not depend on \(\lambda\) and is smooth at \(\xi=0\). Without \(\psi_A\), the solution that decays outwards is \(\mathrm{Ai}(-\lambda^{2/3}\xi)\). As \(|\xi'|^{-1/2}=(\xi/q)^{1/4}\),
\[
u_A=D\left(\frac{\xi}{q}\right)^{1/4}\mathrm{Ai}(-\lambda^{2/3}\xi).
\]

At a fixed interior point both \(\lambda\Phi\) and \(\lambda\sigma\) are large. With \(t=\tan\varphi\), the leading Bessel asymptotics give
\[
u_B\approx\sqrt{\frac2n}\sqrt{\frac{t}{\pi n}}\cos\left(\lambda\Phi-l\pi-\tfrac{3\pi}4\right)
=(-1)^{l+1}\sqrt{\frac2\pi}\,\frac{\sqrt t}{n}\cos\left(\lambda\Phi+\tfrac\pi4\right).
\]
For large \(y\), \(\mathrm{Ai}(-y)\approx\pi^{-1/2}y^{-1/4}\cos(\tfrac23y^{3/2}-\tfrac\pi4)\). With \(\lambda\sigma=n\pi-\lambda\Phi\),
\[
u_A\approx\frac{D\sqrt t}{\sqrt\pi\,\lambda^{1/6}}\cos\left(n\pi-\lambda\Phi-\tfrac\pi4\right)
=(-1)^n\frac{D\sqrt t}{\sqrt\pi\,\lambda^{1/6}}\cos\left(\lambda\Phi+\tfrac\pi4\right).
\]
The phases agree because \(n\) is an integer. Equal amplitudes require
\[
D=(-1)^{n-l-1}\frac{\sqrt2}{n}\lambda^{1/6}.
\]
The two forms thus agree to leading order on every fixed closed interval inside \(0<x<1\). The normalization is also consistent: replacing \(\cos^2\) by \(\tfrac12\) gives \(\int u^2dr\approx(2/\pi)\int_0^1t\,dx=(2/\pi)\int_0^{\pi/2}2\sin^2\varphi\,d\varphi=1\).

## (d) Find the leading error of each form in the interior.

**Solution.** Write the exact function there as a constant times \((\theta')^{-1/2}\cos\theta\). By the transformation of part (b), this solves the radial equation if
\[
(\theta')^2=\lambda^2q-\frac{\Lambda}{x^2}+\frac{F''}{F},\qquad F=(\theta')^{-1/2}.
\]
To leading order \(F\propto f\). Expanding the square root gives \(\theta=\lambda\Phi+\pi/4+P/\lambda+\dots\), with
\[
P=\frac12\int\left(\frac{f''}{f}-\frac{\Lambda}{x^2}\right)\tan\varphi\,\sin2\varphi\,d\varphi .
\]
Now use \(s=2t/(1+t^2)\), \(1-4c=(5t^2-3)/(1+t^2)\) and \(d\varphi=dt/(1+t^2)\). With the factor \(\tfrac12\) included in both parts, the first part of the integrand becomes
\[
\frac{(5t^2-3)(1+t^2)}{16t^2}\,dt=\left(\frac{5t^2}{16}+\frac18-\frac3{16t^2}\right)dt .
\]
The second is \(-\Lambda\,d\varphi/\sin^2\varphi\), with integral \(\Lambda/t\). Hence
\[
P=\frac{5t^3}{48}+\frac t8+\frac{3/16+\Lambda}{t}+\text{constant}.
\]

The constant follows from the regular solution at the nucleus. Write the exact equation for \(g\) as the Bessel equation with an additional term \(-\psi_Bg\) on the right. The terms in \(\psi_B\) are even in \(\Phi\), so they have no simple pole, and their double poles cancel; hence \(\psi_B\) is finite at \(\Phi=0\). Variation of constants, started at the origin, gives
\[
g(\Phi)=g_0(\Phi)-\int_0^\Phi G(\Phi,v)\psi_B(v)g(v)\,dv ,
\]
with \(G\approx\lambda^{-1}\sin\lambda(\Phi-v)\) once \(\lambda v\gg1\). Replace \(g\) by \(g_0\propto\cos(\lambda v+\beta)\) under the integral and use
\[
\sin\lambda(\Phi-v)\cos(\lambda v+\beta)=\tfrac12\sin(\lambda\Phi+\beta)+\tfrac12\sin(\lambda\Phi-2\lambda v-\beta).
\]
The second term oscillates in \(v\) and contributes at order \(\lambda^{-2}\), as does the short range \(v\lesssim1/\lambda\). The first term shifts the phase by \((2\lambda)^{-1}\int_0^\Phi\psi_B\,dv\) and leaves the amplitude unchanged at this order. The phase difference between \(u_B\) and \(u\) must therefore vanish as \(\Phi\to0\).

The Bessel asymptotic phase has the next term \((4\nu^2-1)/(8\lambda\Phi)\). Calling the phase difference \(\Delta_B/\lambda\),
\[
\Delta_B=\frac{4(2l+1)^2-1}{8\Phi}-P .
\]
Near \(\varphi=0\) the two terms in \(1/\varphi\) cancel and the remainder is odd in \(\varphi\), so the constant in \(P\) is zero.

For the Airy function the phase is \(\lambda\sigma-\pi/4-5/(72\lambda\sigma)\). Reversing its sign, as in the matching, gives
\[
\Delta_A=\frac5{72\sigma}-P .
\]
A small phase difference changes \(\cos\theta\) by \(-\sin\theta\) times that difference. For either form,
\[
u_{B,A}-u=(-1)^l\sqrt{\frac2\pi}\frac{\sqrt t}{n}\sin\left(\lambda\Phi+\tfrac\pi4\right)\frac{\Delta_{B,A}}{2n}+O(n^{-3}).
\]
This law was tested for \(l=0\) and \(l=1\). Subtracting it from the true error leaves a remainder that falls by factors of 7.6 to 8.0 when \(n\) doubles from 64 to 128, close to the factor 8 of an \(n^{-3}\) term.

## (e) How accurate is the Airy form at the turning point and in the tail?

**Solution.** Take \(l=0\) and try
\[
h=\mathrm{Ai}(z)+\lambda^{-4/3}B(\xi)\mathrm{Ai}'(z),\qquad z=-\lambda^{2/3}\xi .
\]
Using \(\mathrm{Ai}''=z\mathrm{Ai}\), the terms of order one multiplying \(\mathrm{Ai}\) in the equation for \(h\) require
\[
2\xi\frac{dB}{d\xi}+B=-\psi_A .
\]
This has a solution smooth through \(\xi=0\). The correction amounts to a shift of the Airy argument by \(\lambda^{-4/3}B\), which changes the interior phase \(\lambda\sigma\) by \(-\sqrt\xi B/\lambda\). The exact phase, in this orientation, exceeds the Airy phase by \(\Delta_A/\lambda\). Hence \(B=-\Delta_A/\sqrt\xi\), and smoothness demands \(\Delta_A\to0\) at the turning point.

To see that it does, put \(\epsilon=\pi/2-\varphi\), so that \(t=\cot\epsilon\). Then
\[
\sigma=\tfrac23\epsilon^3\left(1-\frac{\epsilon^2}5+\frac{2\epsilon^4}{105}-\dots\right),\qquad
\frac5{72\sigma}=\frac5{48\epsilon^3}+\frac1{48\epsilon}+\frac{11\epsilon}{5040}+\dots
\]
\[
P=\frac5{48\epsilon^3}+\frac1{48\epsilon}+\frac{25\epsilon}{144}+\dots
\]
The divergent terms cancel, no constant remains, and \(\Delta_A\approx-\tfrac6{35}\epsilon\). Since \(\sqrt\xi\approx\epsilon\), \(B(0)=6/35\) and
\[
\left.\frac{u_A}{u}\right|_{x=1}-1\approx\frac6{35}\left|\frac{\mathrm{Ai}'(0)}{\mathrm{Ai}(0)}\right|\lambda^{-4/3}.
\]
The coefficient is 0.12497, and the value measured at \(n=250\) is 0.12441.

The tail can be checked separately. As \(r\to\infty\) at fixed \(n\), the highest power of the Laguerre polynomial gives
\[
|u|\to\frac{\rho^ne^{-\rho/2}}{\sqrt n\,n!}.
\]
For \(u_A\), the decaying Airy asymptotics and \(S\to x-\tfrac12-\tfrac12\ln4x\) give
\[
|u_A|\to\frac{e^{-2nS}}{n\sqrt{2\pi}}\to\frac{e^{-2nx}e^n(4x)^n}{n\sqrt{2\pi}}=\frac{e^{-\rho/2}e^n(\rho/n)^n}{n\sqrt{2\pi}},
\]
because \(\rho=4nx\). The ratio is
\[
\frac{u_A}{u}\to\frac{n!}{\sqrt{2\pi n}\,(n/e)^n}\approx1+\frac1{12n}.
\]
In the limit \(r\to\infty\) the relative error of the tail is thus the error of Stirling's formula. For \(8s\) the ratio is 1.010466, and extrapolation of the computed functions gives 1.010470.

## (f) Where should the two forms be joined for \(ns\) states, and what is the largest error?

**Solution.** For \(l=0\) the two leading errors are equal where
\[
\frac3{8\Phi}=\frac5{72(\pi/2-\Phi)}\quad\Longrightarrow\quad27\left(\frac\pi2-\Phi\right)=5\Phi\quad\Longrightarrow\quad\Phi=\frac{27\pi}{64}.
\]
This corresponds to \(x=0.5417\), or \(r\approx1.083\,n^2\). Use \(u_B\) inside this radius and \(u_A\) outside it.

The size of the error is governed by \(\sqrt t|\Delta|\). A numerical scan puts its largest value on each side at the join. Towards the nucleus \(\Delta_B\) vanishes, and towards the turning point \(\sqrt t|\Delta_A|\approx\tfrac6{35}\sqrt\epsilon\). Near and beyond the turning point, part (e) gives an absolute error of order \(n^{-1}\lambda^{1/6}\lambda^{-4/3}\sim n^{-13/6}\), smaller than \(n^{-2}\). A crest of the sine lies within \(O(1/n)\) of the join, so the maximum over all \(r\) is
\[
E_n\sim\frac C{n^2},\qquad C=\frac{\sqrt t\,|\Delta|}{\sqrt{2\pi}}\bigg|_{\Phi=27\pi/64}.
\]
At the join \(t=1.08708\), and
\[
P=0.13382+0.13589+0.17248\approx0.44218,\qquad
\Delta=\frac3{8(1.325359)}-0.44218\approx-0.15924,
\]
\[
C=\frac{1.04263\times0.15924}{2.50663}=0.06624\ \text{bohr}^{-1/2}.
\]

For an error relative to the highest peak of \(|u|\), note that this peak approaches the turning point in \(x\), where \(\xi/q\to1\). Its height tends to \(\sqrt2\,2^{1/6}(0.53566)n^{-5/6}=0.8503\,n^{-5/6}\), the number in brackets being the maximum of \(\mathrm{Ai}\). The relative error therefore behaves as \((0.06624/0.8503)n^{-7/6}\approx0.078\,n^{-7/6}\).

## (g) Compare with the exact functions, and show why both forms are needed.

**Solution.** For \(10s\) the turning point is at 200 bohr and the join at 108.33 bohr. Some values of \(u\), in bohr\(^{-1/2}\), are:

| \(r\) (bohr) | exact | Bessel | Airy |
|---:|---:|---:|---:|
| 1 | 0.01795 | 0.01795 | 0.01892 |
| 60 | 0.05875 | 0.05871 | 0.05836 |
| 108.33 | 0.04767 | 0.04720 | 0.04711 |
| 190 | −0.10313 | −0.13304 | −0.10329 |
| 260 | −0.00739 | — | −0.00742 |

At the join, the phase \(20(1.325359)+\pi/4=27.293\) has sine 0.83. The error law of part (d) gives
\[
\frac{0.7979\times1.0426}{10}\times0.83\times\frac{-0.15924}{20}\approx-5.5\times10^{-4}.
\]
The actual errors are \(-4.7\times10^{-4}\) for Bessel and \(-5.7\times10^{-4}\) for Airy. They differ because \(n=10\) still has visible higher-order terms.

The measured maximum over all \(r\), multiplied by \(n^2\), is 0.0413 for \(n=1\), 0.0237 for \(n=2\), 0.0659 for \(n=5\), 0.0565 for \(n=10\), 0.0640 for \(n=20\) and 0.0661 for \(n=250\), against the limit 0.0662. The approach is not smooth, since the crests move relative to the join as \(n\) changes. At \(n=250\) the largest error is \(1.06\times10^{-6}\) bohr\(^{-1/2}\), or \(1.24\times10^{-4}\) of the peak. Between \(n=100\) and \(n=250\) the relative error falls with exponent \(-1.156\), near the limiting \(-7/6\approx-1.167\). The 1.3% rise of \(n^2E_n\) over this range alone would raise the exponent by 0.014; a slight rise of the peak height times \(n^{5/6}\) lowers it by about 0.003.

Neither form can replace the other. At \(r=O(1)\), \(\sqrt t\approx(r/2)^{1/4}n^{-1/2}\), so \(u_A\) starts as \(r^{1/4}\) instead of \(r^{l+1}\), with an error of the same order \(n^{-3/2}\) as \(u\) itself. For \(ns\) states, the largest error of \(u_A\) inside the join, times \(n^{3/2}\), is 0.1436 at both \(n=100\) and \(n=250\).

At the other end, the factor \(\sqrt{\tan\varphi}\) makes \(u_B\) diverge as \(\epsilon^{-1/2}\): reducing \(\epsilon\) from \(10^{-2}\) to \(10^{-4}\) at \(n=50\) raises it by a factor of 10.00. Its phase error \(|\Delta_B|/\lambda\approx5/(48\lambda\epsilon^3)\) reaches order one when \(\epsilon\sim n^{-1/3}\). Since \(1-x\approx\epsilon^2\), the Bessel form fails within a distance of order \(n^{-2/3}\) in \(x\), or \(n^{4/3}\) in \(r\), of the turning point.

Between these limits the forms overlap. For \(0.2<x<0.8\) and \(n=250\), their largest mutual difference is \(0.434/n^2\), below the envelope value \(0.475/n^2\). The envelope is highest at \(x=0.8\), where \(\lambda\Phi+\pi/4\approx240.1\pi\) is not at a crest of the sine.

These estimates hold at fixed \(l\). Both \(\Delta_B\) and \(\Delta_A\) grow in proportion to \(\Lambda\), so the interior phase error is of order \(\Lambda/\lambda\) and is small only when \(l^2\ll n\). For \(l=\sqrt n\) it tends, at \(x=\tfrac12\), to about 0.28 rad for the Bessel form and 0.5 rad for the Airy form, and does not vanish as \(n\) grows. If \(l\) grows in proportion to \(n\), the centrifugal term enters the leading phase. The inner turning point, which at fixed \(l\ge1\) lies near \(r=\Lambda/2\), at \(x=O(n^{-2})\) inside the range described by the Bessel function, then moves to \(x\) of order one, so the construction must be changed. The remaining values are in the numerical output.

## Calculated quantities

```
Hydrogen 10s: r in bohr, u in bohr^-1/2
r, exact u, Bessel form, Airy form
   1.000   0.017948   0.017948   0.018917
  20.000  -0.035735  -0.035743  -0.036453
  60.000   0.058748   0.058712   0.058355
 108.330   0.047674   0.047204   0.047109
 160.000  -0.100878  -0.100360  -0.100608
 190.000  -0.103131  -0.133039  -0.103293
 260.000  -0.007387    (none)   -0.007419
10s norm integral (no unit): 1.00000000
join: x = 0.541651, phi = 0.827097 rad, Phi = 1.325359
tan(phi) at join: 1.087080
P at join: 0.442183
Delta at join: -0.159241
limit C of n^2 * max error (bohr^-1/2): 0.066236
ns maximum errors, times n^2 (bohr^-1/2); last: error/peak
n, Bessel side, Airy side, forbidden, error/peak
   1   0.04132   0.02223   0.02225   5.616e-02
   2   0.02305   0.02371   0.02187   1.356e-02
   5   0.06053   0.06587   0.02003   1.241e-02
  10   0.05279   0.05651   0.01830   4.659e-03
  20   0.04670   0.06402   0.01655   2.326e-03
  50   0.06532   0.06609   0.01437   8.177e-04
 100   0.06526   0.06520   0.01287   3.584e-04
 150   0.06464   0.06570   0.01205   2.245e-04
 250   0.06415   0.06609   0.01109   1.243e-04
max error at n=250 (bohr^-1/2): 1.0574e-06
exponent of error/peak, n=100 to 250: -1.1559
peak * n^(5/6), n=250 (bohr^-1/2): 0.84755
its limit (bohr^-1/2): 0.85030; max Ai = 0.53566
Airy form left of join, n^1.5 * max error, n=100: 0.14357
same, n=250 (bohr^-1/2): 0.14362
Bessel growth, pi/2-phi from 1e-2 to 1e-4 rad: 9.9995
n^2 max|Bessel-Airy|, 0.2<x<0.8, n=250: 0.4340
its envelope limit (bohr^-1/2): 0.4752
(Airy/exact-1)*(2n)^(4/3) at x=1, n=250: 0.12441
its limit (no unit): 0.12497
tail ratio Airy/exact, 8s, extrapolated: 1.010470
Stirling ratio for n=8: 1.010466
remainder after error law, n=64 over n=128:
  l=0 bessel: 7.557
  l=0 airy: 7.896
  l=1 bessel: 8.001
  l=1 airy: 7.754
```
